# Signal rectification in a long overdamped field-effect channel with open drain

A small alternating voltage between the source and gate of a long field-effect transistor produces a steady voltage at its unconnected drain. Let $U_a$ be the peak amplitude of the signal and $U_0$ the gate overdrive, that is, the gate-source voltage less the threshold voltage. For an n-channel device in which electron motion is overdamped, the mean drain-source voltage is

$$V_{DS}=-\frac{U_a^2}{4U_0}.\tag{1}$$

The drain becomes negative; for the magnitude the sign is dropped. The result is the leading order in $U_a/U_0$. It requires a signal that dies out before it reaches the drain, and an angular frequency $\omega$ far below the momentum relaxation rate $1/\tau$.

### The channel equation

Let $x$ run from the source at $0$ to the drain at $L$, and let $V(x,t)$ be the channel potential. The local overdrive is

$$U(x,t)=V_G-V_T-V(x,t),\tag{2}$$

with gate potential $V_G$ and constant threshold $V_T$. In strong inversion, and for potentials that vary slowly over the oxide thickness, the electron charge per area has magnitude $CU$, where $C$ is the oxide capacitance per area. Charge in the silicon beneath the channel is held fixed for now.

Electrons drift towards higher potential. If inertia is negligible and the mobility $\mu$ is constant, their velocity is

$$v=\mu\frac{\partial V}{\partial x}=-\mu\frac{\partial U}{\partial x},\tag{3}$$

since $V_G$ does not depend on $x$. Conservation of electrons, divided by $C$, reads

$$\frac{\partial U}{\partial t}+\frac{\partial (Uv)}{\partial x}=0.\tag{4}$$

Insert (3) and use $U\,\partial U/\partial x=\tfrac12\,\partial(U^2)/\partial x$:

$$\frac{\partial U}{\partial t}=\frac{\mu}{2}\frac{\partial^2 U^2}{\partial x^2}.\tag{5}$$

The nonlinearity has a simple origin: the same voltage that drives the current also sets the number of carriers. The boundary conditions are

$$U(0,t)=U_0+U_a\cos\omega t,\qquad U\frac{\partial U}{\partial x}\Big|_{x=L}=0,\tag{6}$$

with $U_a<U_0$, so that the source end is never emptied. The second condition says that no current leaves through the drain at any instant.

### The uniform mean square

After the transients have decayed, $U$ is periodic. Let $\langle\cdot\rangle$ denote the average over a period. The average of $\partial U/\partial t$ vanishes, because $U$ returns to its initial value. Equation (5) then gives

$$\frac{d^2\langle U^2\rangle}{dx^2}=0,$$

so $d\langle U^2\rangle/dx$ is the same at every $x$. At the drain it equals $2\langle U\,\partial U/\partial x\rangle=0$ by (6). Hence $\langle U^2\rangle$ is uniform, and its value can be read off at the source:

$$\langle U^2\rangle=U_0^2+2U_0U_a\langle\cos\omega t\rangle+U_a^2\langle\cos^2\omega t\rangle=U_0^2+\frac{U_a^2}{2}.\tag{7}$$

Within model (5) this holds without expansion in $U_a$. Write $U(L,t)=\langle U(L)\rangle+\delta U_L(t)$, where $\delta U_L$ has zero mean. Then (7) becomes

$$\langle U(L)\rangle^2+\langle\delta U_L^2\rangle=U_0^2+\frac{U_a^2}{2}.\tag{8}$$

At the source the mean square includes an alternating part. If that part has died out at the drain, the mean must be larger there to make up the same total:

$$\langle U(L)\rangle=\sqrt{U_0^2+\frac{U_a^2}{2}}
=U_0+\frac{U_a^2}{4U_0}\left(1-\frac{U_a^2}{8U_0^2}+\dots\right).\tag{9}$$

The expansion uses $\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots$ with $\epsilon=U_a^2/(2U_0^2)$. By (2), the mean drain-source voltage is $V_{DS}=-(\langle U(L)\rangle-U_0)$, which gives (1) with its sign.

The mechanism can be seen in the mean electron flux, counted as magnitude of charge per time. To second order, the ripple $\delta U$ contributes $-\mu C\langle\delta U\,\partial_x\delta U\rangle=-(\mu C/2)\,d\langle\delta U^2\rangle/dx$ per unit width. This is positive, because the ripple weakens away from the source: electrons are pumped towards the drain. They have no exit, so the drain charges negatively until the mean field drives an equal flux back.

The square-root law was tested by marching (5) in time, with $U_a=0.6\,U_0$ and a channel five penetration lengths long (the length is defined below). The simulated shift was $0.08626\,U_0$, against $0.08628\,U_0$ from (9).

### How long is long?

For small $U_a$, write the ripple as $\mathrm{Re}[u(x)e^{i\omega t}]$ and linearize (5). Since $U^2\simeq U_0^2+2U_0\,\delta U$,

$$i\omega u=\mu U_0u''\quad\Longrightarrow\quad u''=\frac{2i}{\ell^2}u,\qquad \ell=\sqrt{\frac{2\mu U_0}{\omega}}.\tag{10}$$

Because $(1+i)^2=2i$, the solutions are exponentials of $\pm\kappa x$ with $\kappa=(1+i)/\ell$. The signal thus decays over the penetration length $\ell$. The solution with $u(0)=U_a$ and $u'(L)=0$ is

$$u(x)=U_a\frac{\cosh\kappa(L-x)}{\cosh\kappa L}.\tag{11}$$

Set $a=L/\ell$. From $\cosh(a+ia)=\cosh a\cos a+i\sinh a\sin a$,

$$|\cosh(a+ia)|^2=(1+\sinh^2a)\cos^2a+\sinh^2a\sin^2a=\sinh^2a+\cos^2a.\tag{12}$$

Now put $\langle U(L)\rangle=U_0+\Delta U$ and $\langle\delta U_L^2\rangle=|u(L)|^2/2$ into (8). The term $\Delta U^2$ is of fourth order in $U_a$ and is dropped, leaving $2U_0\Delta U=(U_a^2-|u(L)|^2)/2$, or

$$\Delta U=\frac{U_a^2-|u(L)|^2}{4U_0}=\frac{U_a^2}{4U_0}F(a),\qquad F(a)=1-\frac{1}{\sinh^2a+\cos^2a}.\tag{13}$$

For a long channel, $\sinh^2a\simeq e^{2a}/4$ and $F\simeq1-4e^{-2a}$. The approach is fast: $F$ is 0.402 at $a=1$, 0.925 at $a=2$ and 0.990 at $a=3$.

For a short channel, use $\sinh^2a+\cos^2a=\tfrac12(\cosh2a+\cos2a)=1+\tfrac23a^4+\dots$. Then $F\simeq\tfrac23a^4$, and with $a^4=\omega^2L^4/(4\mu^2U_0^2)$,

$$\Delta U\simeq\frac{U_a^2\,\omega^2L^4}{24\,\mu^2U_0^3}\qquad(L\ll\ell).\tag{14}$$

At low frequency the whole channel follows the source, the two ends become equivalent and the rectified voltage vanishes. Equation (14) neglects inertia, and in a short channel this needs more than $\omega\tau\ll1$: the channel must also be long compared with the length $c\tau$ introduced below. A simulation of (5) at $a=0.8$ and $U_a=0.1\,U_0$ gave 0.2165 for the response in units of $U_a^2/(4U_0)$; (13) gives 0.2152.

### The drain must be open to the signal too

Suppose that a stray capacitance $C_s$ connects drain and source. It passes no mean current, so (7) and the first form of (13) survive. But it carries the signal to the drain and changes $u(L)$.

Electron charge of magnitude $C_s(U_L-U_S)$ sits on the drain plate, where $U_L$ and $U_S$ are the overdrives at drain and source. For width $W$, the linearized current balance is

$$-WC\mu U_0u'(L)=i\omega C_s[u(L)-U_a].\tag{15}$$

Let $s=C_s/(CW\ell)$ and $k=\kappa\ell=1+i$, and replace $\mu U_0$ by $\omega\ell^2/2$. Write $u=u(L)\cosh\kappa(L-x)+B\sinh\kappa(L-x)$, so that $u'(L)=-\kappa B$. Equation (15) becomes $kB/2=is[u(L)-U_a]$. Since $2i/k=k$, this means $B=ks[u(L)-U_a]$. Setting $u(0)=U_a$ and solving for $u(L)$,

$$\frac{u(L)}{U_a}=\frac{1+ks\sinh ka}{\cosh ka+ks\sinh ka}\;\longrightarrow\;\frac{ks}{1+ks}\qquad(a\gg1).\tag{16}$$

With $|ks|^2=2s^2$ and $|1+ks|^2=1+2s+2s^2$, the response of a long channel is

$$\Delta U=\frac{U_a^2}{4U_0}\,\frac{1+2s}{1+2s+2s^2}.\tag{17}$$

It falls as $1/s$ for a large shunt. Length alone is therefore not sufficient: the signal must not reach the drain by another route. At $a=3$, $s=2$ and $U_a=0.1\,U_0$, the simulated response was 0.4202 in units of $U_a^2/(4U_0)$, and (13) with (16) gives 0.4201.

A capacitance from drain to gate acts differently. It replaces $u(L)-U_a$ in (15) by $u(L)$, which removes the term $ks\sinh ka$ from the numerator of (16). The drain ripple then still vanishes in a long channel, and (1) stands.

### Channels that are not ideal

Let $\varphi$ be the gate voltage measured from the local electrochemical potential of the electrons, which is what a voltmeter senses. Let the sheet conductance $\sigma(\varphi)$ and stored charge $Q(\varphi)$ be local, instantaneous functions. Then

$$\frac{\partial Q}{\partial t}=\frac{\partial}{\partial x}\left(\sigma\frac{\partial\varphi}{\partial x}\right)=\frac{\partial^2S}{\partial x^2},\qquad S(\varphi)=\int^{\varphi}\sigma\,d\varphi'.\tag{18}$$

The argument that led to (7) now makes $\langle S\rangle$ uniform. Expand about the mean value $\varphi_0$ at the source, where $\langle\delta\varphi^2\rangle=U_a^2/2$. At the far end only the mean shift $\Delta\varphi$ remains:

$$S(\varphi_0)+\tfrac12\sigma'\frac{U_a^2}{2}=S(\varphi_0)+\sigma\Delta\varphi
\;\Longrightarrow\;\Delta\varphi=\frac{U_a^2}{4}\frac{d\ln\sigma}{d\varphi}\Big|_{\varphi_0}.\tag{19}$$

The storage law has dropped out; it affects only the penetration length. The quantity that replaces $U_0$ is $\sigma/\sigma'$, the distance from the operating point to the zero of the tangent to the curve $\sigma(\varphi)$. For $\sigma=\mu CU$ it is $U_0$ again. Equation (19) requires $U_a$ to be small on the scale over which $\sigma$ changes.

It was tested on a channel with a gradual turn-on and falling mobility: with $y=\varphi/U_0$, charge $q=\tfrac12\ln(1+e^{2y})$ and conductance $q/(1+q/2)$ in scaled units. At $y=1$, $U_a=0.1\,U_0$ and $L=5\ell$, with $\ell$ from (10), the simulated response was 0.5404 in units of $U_a^2/(4U_0)$, against 0.5407 from (19).

**Thermal spread.** For one two-dimensional subband with $N$ states per energy and area, the density is $n=Nk_BT\ln(1+e^\eta)$, where $\eta k_BT$ is the electrochemical potential above the subband edge. With $z=n/(Nk_BT)$, inversion gives $\eta=\ln(e^z-1)$. Up to a constant, $\varphi=en/C+(k_BT/e)\eta$. If $\mu$ is constant, $\sigma/\sigma'=d\varphi/d\ln n$, so

$$\frac{\sigma}{\sigma'}=U_0+\frac{k_BT}{e}\frac{z}{1-e^{-z}},\qquad U_0\equiv\frac{en}{C}.\tag{20}$$

For $n\to0$ the right side tends to $k_BT/e$. In this model, the divergence of (1) at vanishing overdrive is thus replaced by the finite response $eU_a^2/(4k_BT)$, provided that $U_a\ll k_BT/e$.

**Body charge.** If the silicon body is held at a fixed potential, its depletion charge responds to the channel potential. To linear order the electron charge is $C(V_G-V_T-bV)$, with $V$ measured from the body and $b=1+C_d/C$, where $C_d$ is the depletion capacitance per area. The two ways of applying the signal are then no longer equivalent.

When the source is driven at fixed gate and body, the logarithmic slope in (19) is $b/U_0$, and the response is multiplied by $b$. When the gate is driven at fixed source and body, set $Y=V_G-V_T-bV$. Then $v=-(\mu/b)\partial_xY$, and $Y$ obeys (5) with $\mu/b$ in place of $\mu$. Its mean rises by $U_a^2/(4U_0)$, but $V$ changes by $-1/b$ times this rise, so the response is divided by $b$.

### What overdamped means

The neglected inertia can be restored with the momentum equation

$$\frac{\partial v}{\partial t}+v\frac{\partial v}{\partial x}=-\frac{e}{m}\frac{\partial U}{\partial x}-\frac v\tau,\qquad \mu=\frac{e\tau}{m}.\tag{21}$$

Here $m$ is the effective mass. In a long channel take the first-order overdrive and velocity as the real parts of $U_ae^{i\omega t-\kappa x}$ and $v_1e^{i\omega t-\kappa x}$. Equation (4) gives $v_1=i\omega U_a/(\kappa U_0)$. Inserted into the linear part of (21), it gives

$$\kappa^2=\frac{i\omega(i\omega+1/\tau)}{c^2},\qquad c^2=\frac{eU_0}{m}.\tag{22}$$

Let $q=\omega\tau$, $r=\sqrt{1+q^2}$ and $\kappa=\kappa'+i\kappa''$. The real part and modulus of (22) are

$$\kappa'^2-\kappa''^2=-\frac{\omega^2}{c^2},\qquad \kappa'^2+\kappa''^2=|\kappa|^2=\frac{\omega^2r}{c^2q}.$$

Therefore $\kappa''^2/\kappa'^2=(r+q)/(r-q)=(r+q)^2$, because $r^2-q^2=1$; so $\kappa''/\kappa'=r+q$.

Next take the averages to second order. With $\delta U$ and $\delta v$ the first-order ripples,

$$\langle\delta U\,\delta v\rangle=\frac{U_a^2\omega\kappa''}{2U_0|\kappa|^2}e^{-2\kappa'x},\qquad
\langle\delta v^2\rangle=\frac{U_a^2\omega^2}{2U_0^2|\kappa|^2}e^{-2\kappa'x}.\tag{23}$$

Zero mean flux requires a mean velocity $\bar v=-\langle\delta U\,\delta v\rangle/U_0$. The average of (21) is then

$$\frac em\frac{d\langle U\rangle}{dx}=\frac{\langle\delta U\,\delta v\rangle}{U_0\tau}-\frac12\frac{d\langle\delta v^2\rangle}{dx}.$$

Integrate from the source to the far end, where the ripples vanish. The exponential in the first term contributes $1/(2\kappa')$. With $m/e=U_0/c^2$ and $1/\tau=\omega/q$,

$$\Delta U=\frac{U_a^2}{4U_0}\frac{\omega^2}{c^2|\kappa|^2}\left(\frac{\kappa''}{q\kappa'}+1\right)
=\frac{U_a^2}{4U_0}\left(1+\frac{2\omega\tau}{\sqrt{1+\omega^2\tau^2}}\right),\tag{24}$$

since $\omega^2/(c^2|\kappa|^2)=q/r$. For $\omega\tau\ll1$ the relative correction is $2\omega\tau$, which makes the overdamped condition quantitative for a long channel. A short channel is more demanding. There $u\simeq U_a$, so (4) gives a velocity amplitude $\omega U_a(L-x)/U_0$, and the last term of the averaged equation adds $\omega^2L^2/c^2$ to $F\simeq\tfrac23a^4$. With $a^2=\omega L^2/(2c^2\tau)$ the ratio of the two is $6c^2\tau^2/L^2$ at any frequency, so (14) also requires $L\gg c\tau$. For the device below, $c\tau\simeq17$ nm. A simulation of (4) and (21) at $\omega\tau=0.5$, $U_a=0.06\,U_0$ and $L=6c/\omega$ gave a factor of 1.8925; (24) gives 1.8944.

### A silicon detector at 100 GHz

Take an n-channel silicon transistor at 300 K with mobility 300 cm²/Vs, a 4 nm oxide, $L=1000$ nm, $W=10$ µm, $U_0=0.30$ V and $U_a=10$ mV. With $\omega=6.283\times10^{11}$ rad/s,

$$\ell=\sqrt{\frac{2(0.030)(0.30)}{6.283\times10^{11}}}\ \mathrm{m}=169\ \mathrm{nm},\qquad \frac L\ell=5.91.$$

The rectified voltage has magnitude

$$\frac{U_a^2}{4U_0}=\frac{(0.010\ \mathrm V)^2}{4(0.30\ \mathrm V)}=83.3\ \text{µV}=0.0833\ \mathrm{mV},$$

so $V_{DS}=-83.3$ µV. A time-domain solution of (5) for this channel gives 83.32 µV, as does (9). The overdrive ripple left at the drain is 54 µV, comparable with the steady shift. It is nevertheless harmless, because (13) compares its square with that of the 10 mV input.

At fixed $L$, $\mu$ and $U_0$, $L/\ell$ varies as $\sqrt\omega$. It would fall to 3, where 99% of the response remains, at $100\,(3/5.91)^2\simeq26$ GHz. At the upper end, $\omega\tau=0.020$ at 100 GHz for a mass of 0.19 free-electron masses, so inertia adds 4.1%. This is the in-plane mass of the two lowest valleys at a (100) surface; at 300 K the four heavier valleys are also populated, which raises the figure somewhat. Between these frequencies the model response is nearly flat.

The inputs are rough typical values for a long silicon device; the channel is much longer and the oxide thicker than in present logic transistors. Several assumptions fail at the ten-percent level. Each change below is relative to (1), taken alone:

- Thermal spread, from (20) with $n=1.6\times10^{12}$ cm⁻² and $z=0.39$, adds 31 mV to the effective overdrive and lowers the response by 9.4%. This counts one subband with a fixed edge. In silicon at 300 K several subbands are occupied, and the depth $d$ of the inversion layer adds a further term of order $end/\varepsilon_{\rm Si}$, about 50 mV for $d=2$ nm, so the reduction at this density is larger.
- A mobility proportional to $1/(1+\theta U)$, with $\theta=0.3$ V⁻¹, changes it by $-\theta U_0/(1+\theta U_0)=-8.3\%$.
- Body doping of $10^{17}$ cm⁻³ gives $b=1.116$: $+11.6\%$ for source drive, $-10.4\%$ for gate drive.
- A source resistance of 200 Ω µm lowers the response by 16.7% at fixed terminal amplitude, because $U_a$ in (1) is the amplitude inside that resistance. The gate resistance is in series in the same way: a gate of 10 Ω per square, fed from one end of the 10 µm width, acts as roughly 33 Ω, or 330 Ω µm, and costs more.

These effects are not independent, and their sum is not a device prediction. Most of them lower the response, so of the 83 µV only the order of magnitude, some tens of microvolts, should be trusted. A stray drain-source capacitance can matter more. Here $C=en/U_0\simeq0.86$ µF/cm² and $CW\ell\simeq15$ fF, so a shunt of about 29 fF has $s=2$ and, by (17), leaves $5/13$ of the response.

Two other limits are distant. The peak drift velocity at the source is 2.5% of a saturation velocity of $10^7$ cm/s. The oxide field is 1.2 MV/cm, against a rough breakdown field of 10 MV/cm. The 10 MΩ resistance of a voltmeter across the 1.3 kΩ channel lowers the reading by only 0.013%, but the capacitance of its leads can matter far more. By (17), 1 pF between drain and source would leave about 1.5% of the response at 100 GHz. The leads must therefore be isolated from the drain at the signal frequency, for example by a large series resistance placed next to it. Electron heating is also outside the model, and it is of second order in $U_a$ like the signal itself. The mean power per electron at the source is $e\omega U_a^2/(2U_0)$, so with an energy relaxation time $\tau_E$ the local rise is of order $k_B\delta T/e\simeq2\omega\tau_E\,U_a^2/(4U_0)$. For $\tau_E$ of a few tenths of a picosecond this is some tens of microvolts, and how much of it appears as a thermoelectric voltage depends on the source contact. The remaining estimates are listed in the numerical output.

## Computed results

```
TESTS (response in units Ua^2/(4 U0) unless stated)
short channel, L/ell = 0.8: simulated 0.2165, law 0.2152
strong drive, Ua/U0 = 0.6: shift/U0 simulated 0.08626, law 0.08628
shunted drain, L/ell = 3.0, shunt/(C W ell) = 2.0: simulated 0.4202, law 0.4201
soft turn-on and mobility loss: simulated 0.5404, law 0.5407
body factor 1.3, source driven: simulated 1.2972, law 1.3000
inertia, omega tau = 0.5: simulated 1.8925, law 1.8944
length factor at L/ell = 0.5: 0.0400
length factor at L/ell = 1.0: 0.4023
length factor at L/ell = 2.0: 0.9250
length factor at L/ell = 3.0: 0.9901
EXAMPLE INPUTS (rough typical silicon nMOS)
temperature 300 K; frequency 100 GHz
mobility 300 cm2/Vs; oxide 4.0 nm
length 1000 nm; width 10 um
overdrive U0 0.30 V; amplitude Ua 10.0 mV
in-plane mass 0.19 m0; heavy mass 0.92 m0
EXAMPLE RESULTS
angular frequency 6.2832e+11 rad/s
penetration length ell 169.3 nm; L/ell 5.908
omega tau 0.0204; tau 32.4 fs
ripple left at drain 54.3 uV
Ua^2/(4 U0) 83.333 uV = 0.08333 mV
square-root law 83.322 uV
time-domain simulation 83.319 uV
drain-source voltage, n-channel -83.333 uV
NEGLECTED EFFECTS (change of response, one at a time)
inertia +4.1 %; if all mass were heavy +19.6 %
sheet density 1.616e+12 cm^-2; density/(states kT) 0.394
thermal spread with degeneracy 31.3 mV, change -9.4 %
mobility loss, theta 0.3 1/V: -8.3 %
doping 1.0e+17 cm^-3; intrinsic density 1.0e+10 cm^-3; depletion depth 103.8 nm
body factor 1.116: source driven +11.6 %, gate driven -10.4 %
in-plane fields, relative capacitance change 2.9 %
peak source field 0.836 kV/cm; drift velocity / saturation velocity 0.0251
saturation velocity used 1.0e+07 cm/s
source resistance 200 ohm um: -16.7 % at fixed terminal amplitude
channel resistance 1287 ohm; 10 Mohm meter: -0.0129 %
oxide field 1.23 MV/cm
gate tunnelling 6.0e-13 A/cm2, channel voltage from it 3.9e-11 uV
```
